**Three-component CDS histogram of a random-telegraph trap**

The program tests the density $f(x)=(1-2w)\varphi_\sigma(x)+w\varphi_\sigma(x-A)+w\varphi_\sigma(x+A)$ with $w=p_0p_1(1-e^{-kT})$. Here $x$ is the first sample minus the second, $A$ the trap amplitude, $\sigma$ the noise of the difference, $T$ the delay, $k$ the sum of the capture and emission rates, and $p_0,p_1$ the stationary empty and filled probabilities. Matrix exponentials of the master equation confirm the side weights, including the unequal ones of a non-stationary start, and the recovery of $k$ from two delays. A simulation of 400 000 noisy CDS values agrees with the whole histogram, with a chi-square of 37.9 for 39 degrees of freedom. The program also asserts the variance and fourth cumulant by quadrature, and the condition for three maxima by counting maxima on both sides of the threshold. For the silicon-pixel example the output gives $w=0.117$, a total rms of 121 µV and three maxima, which require $A$ above about 180 µV at this weight and noise. Further lines size finite settling, switch-on, warming, quantization, leakage, a second trap and a halved amplitude.

## Numerical check

```python
"""
Correlated double sampling (CDS) of a two-state random-telegraph trap.

Result under test: the CDS value x = S1 - S2 has the density
    f(x) = (1-2w) g(x) + w g(x-A) + w g(x+A),
    w = p0 p1 (1 - exp(-k T)),
g  : zero-mean normal density with standard deviation sigma (noise of S1-S2)
A  : drop of the output when the trap is filled
c,e: capture and emission rates, k = c+e, p1 = c/k (filled), p0 = e/k (empty)
T  : delay between the two samples
Three maxima exist only if max_u G(u) > (1-2w)/(2w), with a = A/sigma and
    G(u) = exp(-a^2/2) [a sinh(a u)/u - cosh(a u)].
Voltages are in microvolts and times in microseconds unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import norm, chi2

rng = np.random.default_rng(20240)

# ---------- inputs: rough typical values of a CMOS image-sensor pixel ----------
gate_width_nm, gate_length_nm, oxide_nm = 250.0, 500.0, 7.0
oxide_permittivity, follower_gain = 3.9, 0.85
conversion_gain = 60.0          # microvolt per electron
A = 220.0
sigma_sample = 40.0
tau_c, tau_e = 20.0, 10.0
T = 5.0
wait_on = 30.0                  # from switch-on of the follower to first sample
tau_settle = 0.2                # single-pole settling time of the readout
temperature, warming, barrier_eV = 300.0, 10.0, 0.30
adc_step = 10.0
leak_per_s = 100.0              # electrons per second, floating diffusion
frames = 10000

c, e = 1 / tau_c, 1 / tau_e
sigma = np.sqrt(2) * sigma_sample


# ---------- derived formulas ----------
def side_weight(c, e, T):
    k = c + e
    return c * e / k**2 * (1 - np.exp(-k * T))


def unequal_weights(c, e, T, q):
    """Weights at +A and -A for filled probability q at the first sample."""
    k = c + e
    moved = 1 - np.exp(-k * T)
    return (1 - q) * c / k * moved, q * e / k * moved


def density(x, w, A, sigma):
    return ((1 - 2 * w) * norm.pdf(x, 0, sigma)
            + w * norm.pdf(x, A, sigma) + w * norm.pdf(x, -A, sigma))


def G(u, a):
    return np.exp(-a * a / 2) * (a * np.sinh(a * u) / u - np.cosh(a * u))


def max_G(a):
    best = minimize_scalar(lambda u: -G(u, a), bounds=(1e-4, a),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun


def threshold_ratio(w):
    """Smallest A/sigma that gives three maxima."""
    return brentq(lambda a: max_G(a) - (1 - 2 * w) / (2 * w), 1.8, 9.0)


# ---------- independent tools ----------
def propagator(c, e, t):
    """Matrix exponential of the master equation, order (empty, filled)."""
    return expm(np.array([[-c, e], [c, -e]]) * t)


def count_maxima(w, a):
    u = np.linspace(-a - 3, a + 3, 20001)
    f = density(u, w, a, 1.0)
    return int(np.sum((f[1:-1] > f[:-2]) & (f[1:-1] > f[2:])))


def advance(filled, settled, span):
    """Run traps for a time span with random exponential dwell times.
    'settled' follows the trap state through the single-pole readout."""
    left = np.full(filled.size, span)
    active = np.arange(filled.size)
    while active.size:
        dwell = rng.exponential(np.where(filled[active], tau_e, tau_c))
        step = np.minimum(dwell, left[active])
        level = filled[active].astype(float)
        settled[active] = (level + (settled[active] - level)
                           * np.exp(-step / tau_settle))
        jumps = dwell < left[active]
        left[active] -= step
        active = active[jumps]
        filled[active] = ~filled[active]


def simulate(number, wait):
    """Start empty, wait, take sample 1, run for T, take sample 2."""
    filled = np.zeros(number, dtype=bool)
    settled = np.zeros(number)
    advance(filled, settled, wait)
    n1, y1 = filled.astype(int), settled.copy()
    advance(filled, settled, T)
    return n1, filled.astype(int), settled - y1


# ---------- test: weights against the master equation ----------
k = c + e
p1, p0 = c / k, e / k
w = side_weight(c, e, T)
for cc, ee, tt in [(c, e, T), (0.3, 0.02, 1.7), (0.01, 0.4, 9.0)]:
    P = propagator(cc, ee, tt)
    q_stat = propagator(cc, ee, 5000.0)[1, 0]
    assert abs((1 - q_stat) * P[1, 0] - side_weight(cc, ee, tt)) < 1e-10
    assert abs(q_stat * P[0, 1] - side_weight(cc, ee, tt)) < 1e-10
    for q in (0.0, 0.25, 0.9):
        up, down = unequal_weights(cc, ee, tt, q)
        assert abs(up - (1 - q) * P[1, 0]) < 1e-10
        assert abs(down - q * P[0, 1]) < 1e-10
        mean_shift = (1 - q) * P[1, 0] - q * P[0, 1]
        assert abs(mean_shift - (cc / (cc + ee) - q)
                   * (1 - np.exp(-(cc + ee) * tt))) < 1e-10


def weight_from_master(c, e, t):
    q_stat = propagator(c, e, 5000.0)[1, 0]
    return (1 - q_stat) * propagator(c, e, t)[1, 0]


# exchange of the rates, short and long delays, inversion from two delays
assert abs(weight_from_master(c, e, T) - weight_from_master(e, c, T)) < 1e-10
assert abs(weight_from_master(c, e, 1e-3) * (tau_c + tau_e) / 1e-3 - 1) < 1e-3
assert abs(weight_from_master(c, e, 1000.0) - p0 * p1) < 1e-10
w_T, w_2T = weight_from_master(c, e, T), weight_from_master(c, e, 2 * T)
k_found = -np.log(w_2T / w_T - 1) / T
product_found = w_T / (1 - np.exp(-k_found * T))
assert abs(k_found - k) < 1e-9 and abs(product_found - p0 * p1) < 1e-9

# ---------- test: whole histogram from random dwell times and noise ----------
number = 400000
n1, n2, filtered_step = simulate(number, 100.0)
mc_up, mc_down = np.mean(n2 - n1 == 1), np.mean(n2 - n1 == -1)
mc_error = np.sqrt(w * (1 - w) / number)
assert abs(mc_up - w) < 5 * mc_error and abs(mc_down - w) < 5 * mc_error
offset = rng.normal(0, 500.0, number)       # reset noise common to both samples
S1 = offset - A * n1 + rng.normal(0, sigma_sample, number)
S2 = offset - A * n2 + rng.normal(0, sigma_sample, number)
edges = np.concatenate(([-np.inf], np.linspace(-380, 380, 39), [np.inf]))
observed = np.bincount(np.searchsorted(edges[1:-1], S1 - S2),
                       minlength=edges.size - 1)
cumulative = ((1 - 2 * w) * norm.cdf(edges, 0, sigma)
              + w * norm.cdf(edges, A, sigma) + w * norm.cdf(edges, -A, sigma))
expected = number * np.diff(cumulative)
chi_square = np.sum((observed - expected)**2 / expected)
freedom = expected.size - 1
assert chi2.sf(chi_square, freedom) > 1e-4

# short wait after switch-on with an empty trap: unequal side peaks
short_wait = 4.0
m1, m2, _ = simulate(number, short_wait)
short_up, short_down = unequal_weights(c, e, T, p1 * (1 - np.exp(-k * short_wait)))
assert abs(np.mean(m2 - m1 == 1) - short_up) < 5 * np.sqrt(short_up / number)
assert abs(np.mean(m2 - m1 == -1) - short_down) < 5 * np.sqrt(short_down / number)

# ---------- test: moments by quadrature ----------
x = np.linspace(-A - 10 * sigma, A + 10 * sigma, 8001)
dx = x[1] - x[0]
f = density(x, w, A, sigma)
second, fourth = np.sum(x**2 * f) * dx, np.sum(x**4 * f) * dx
variance = sigma**2 + 2 * w * A**2
cumulant4 = 2 * w * A**4 * (1 - 6 * w)
assert abs(second / variance - 1) < 1e-8
assert abs((fourth - 3 * second**2) / cumulant4 - 1) < 1e-7

# ---------- test: number of maxima ----------
for weight in (0.01, 0.05, w, 0.25):
    a_star = threshold_ratio(weight)
    assert count_maxima(weight, 0.98 * a_star) == 1
    assert count_maxima(weight, 1.02 * a_star) == 3
    for a in np.arange(0.5, 7.1, 0.5):
        assert count_maxima(weight, a) == (3 if a > a_star else 1)
scan = np.array([max_G(a) for a in np.linspace(1.8, 9.0, 200)])
assert np.all(np.diff(scan[scan > 0.5]) > 0)     # one threshold only

# ---------- worked example ----------
a = A / sigma
a_star, a_star_quarter = threshold_ratio(w), threshold_ratio(0.25)
peak = minimize_scalar(lambda s: -density(s, w, A, sigma),
                       bounds=(0.8 * A, 1.1 * A), method="bounded",
                       options={"xatol": 1e-7}).x
valley = minimize_scalar(lambda s: density(s, w, A, sigma),
                         bounds=(0.3 * A, 0.9 * A), method="bounded",
                         options={"xatol": 1e-7}).x
f0, f_peak, f_valley = (density(s, w, A, sigma) for s in (0.0, peak, valley))
assert f_valley < f_peak < f0
gate_capacitance = (oxide_permittivity * const.epsilon_0 * gate_width_nm
                    * gate_length_nm / oxide_nm * 1e-9)
scale_A = follower_gain * const.e / gate_capacitance * 1e6

# ---------- size of neglected effects ----------
# finite settling: same simulated traps, ideal and filtered steps compared
bin_edges = np.linspace(-1.001, 1.001, 1002)
centres = 0.5 * (bin_edges[1:] + bin_edges[:-1])
share = np.histogram(filtered_step, bins=bin_edges)[0] / number


def filtered_density(s):
    s = np.atleast_1d(s)
    return norm.pdf(s[:, None], A * centres[None, :], sigma) @ share


def ideal_density(s):
    return ((1 - mc_up - mc_down) * norm.pdf(s, 0, sigma)
            + mc_up * norm.pdf(s, A, sigma) + mc_down * norm.pdf(s, -A, sigma))


s = np.linspace(-A - 6 * sigma, A + 6 * sigma, 601)
moved_area = 0.5 * np.sum(np.abs(filtered_density(s) - ideal_density(s))) * (s[1] - s[0])
valley_pair = np.array([valley, -valley])
valley_rise = (filtered_density(valley_pair).mean()
               / ideal_density(valley_pair).mean() - 1)
on_up, on_down = unequal_weights(c, e, T, p1 * (1 - np.exp(-k * wait_on)))
speedup = np.exp(barrier_eV * const.e / const.k
                 * (1 / temperature - 1 / (temperature + warming)))
w_warm = side_weight(speedup * c, speedup * e, T)
sigma_adc = np.sqrt(sigma**2 + 2 * adc_step**2 / 12)
two_traps = np.convolve([w, 1 - 2 * w, w], [w, 1 - 2 * w, w])

print(f"gate width, length, oxide: {gate_width_nm:.0f}, {gate_length_nm:.0f}, {oxide_nm:.0f} nm")
print(f"oxide relative permittivity, follower gain: {oxide_permittivity}, {follower_gain}")
print(f"single-charge estimate of A: {scale_A:.0f} uV")
print(f"chosen A: {A:.0f} uV = {A/conversion_gain:.2f} electrons")
print(f"conversion gain: {conversion_gain:.0f} uV per electron")
print(f"noise per sample: {sigma_sample:.0f} uV")
print(f"noise of difference sigma: {sigma:.2f} uV = {sigma/conversion_gain:.3f} electrons")
print(f"capture time, emission time, delay: {tau_c:.0f}, {tau_e:.0f}, {T:.0f} us")
print(f"k: {k:.4f} per us; kT: {k*T:.4f}; exp(-kT): {np.exp(-k*T):.4f}")
print(f"filled p1, empty p0, product: {p1:.4f}, {p0:.4f}, {p0*p1:.4f}")
print(f"side weight w: {w:.4f}; central weight: {1-2*w:.4f}")
print(f"short-delay estimate T/(tau_c+tau_e): {T/(tau_c+tau_e):.4f}")
print(f"simulated weights at +A, -A: {mc_up:.4f}, {mc_down:.4f} (std error {mc_error:.4f})")
print(f"simulated CDS values: {number}; chi-square: {chi_square:.1f} for {freedom} degrees of freedom")
print(f"w at delay 2T: {w_2T:.4f}; k recovered from two delays: {k_found:.4f} per us")
print(f"p0*p1 recovered from two delays: {product_found:.4f}")
print(f"total rms: {np.sqrt(variance):.2f} uV = {np.sqrt(variance)/conversion_gain:.3f} electrons")
print(f"excess kurtosis: {cumulant4/variance**2:.4f}")
print(f"A/sigma: {a:.3f}; R=(1-2w)/(2w): {(1-2*w)/(2*w):.3f}; max G: {max_G(a):.2f}")
print(f"threshold A/sigma at this w: {a_star:.3f}; at w=1/4: {a_star_quarter:.3f}")
print(f"smallest A with three maxima: {a_star*sigma:.1f} uV = {a_star*sigma/conversion_gain:.2f} electrons")
print(f"side maximum at: +/-{peak:.2f} uV; valley at: +/-{valley:.2f} uV")
print(f"density at centre, side maximum, valley: {f0*1e3:.4f}, {f_peak*1e3:.4f}, {f_valley*1e3:.4f} per mV")
print(f"frames: {frames}; expected count per side component: {frames*w:.0f} +/- {np.sqrt(frames*w*(1-w)):.0f}")
print(f"test wait {short_wait:.0f} us from empty: weights +A, -A: {short_up:.4f}, {short_down:.4f}")
print("NEGLECTED EFFECTS")
print(f"settling time {tau_settle} us: area moved {100*moved_area:.2f} %, valley higher by {100*valley_rise:.1f} %")
print(f"switch-on {wait_on:.0f} us before sample 1: weights +A, -A: {on_up:.4f}, {on_down:.4f}")
print(f"temperature {temperature:.0f} K, rise {warming:.0f} K, barrier {barrier_eV:.2f} eV: rates x {speedup:.3f}, w = {w_warm:.4f}")
print(f"ADC step {adc_step:.0f} uV: sigma becomes {sigma_adc:.2f} uV")
print(f"leakage {leak_per_s:.0f} electrons/s: {leak_per_s*T*1e-6:.1e} electrons during delay")
print(f"second identical trap: weights at 0, +/-A, +/-2A: {two_traps[2]:.4f}, {two_traps[1]:.4f}, {two_traps[0]:.4f}")
print(f"amplitude halved to {A/2:.0f} uV: number of maxima {count_maxima(w, a/2)}")
print("tests ok")
```

It prints:

```
gate width, length, oxide: 250, 500, 7 nm
oxide relative permittivity, follower gain: 3.9, 0.85
single-charge estimate of A: 221 uV
chosen A: 220 uV = 3.67 electrons
conversion gain: 60 uV per electron
noise per sample: 40 uV
noise of difference sigma: 56.57 uV = 0.943 electrons
capture time, emission time, delay: 20, 10, 5 us
k: 0.1500 per us; kT: 0.7500; exp(-kT): 0.4724
filled p1, empty p0, product: 0.3333, 0.6667, 0.2222
side weight w: 0.1173; central weight: 0.7655
short-delay estimate T/(tau_c+tau_e): 0.1667
simulated weights at +A, -A: 0.1170, 0.1164 (std error 0.0005)
simulated CDS values: 400000; chi-square: 37.9 for 39 degrees of freedom
w at delay 2T: 0.1726; k recovered from two delays: 0.1500 per us
p0*p1 recovered from two delays: 0.2222
total rms: 120.62 uV = 2.010 electrons
excess kurtosis: 0.7693
A/sigma: 3.889; R=(1-2w)/(2w): 3.264; max G: 25.13
threshold A/sigma at this w: 3.189; at w=1/4: 2.628
smallest A with three maxima: 180.4 uV = 3.01 electrons
side maximum at: +/-219.22 uV; valley at: +/-147.67 uV
density at centre, side maximum, valley: 5.3994, 0.8298, 0.5440 per mV
frames: 10000; expected count per side component: 1173 +/- 32
test wait 4 us from empty: weights +A, -A: 0.1494, 0.0529
NEGLECTED EFFECTS
settling time 0.2 us: area moved 1.72 %, valley higher by 14.6 %
switch-on 30 us before sample 1: weights +A, -A: 0.1179, 0.1159
temperature 300 K, rise 10 K, barrier 0.30 eV: rates x 1.454, w = 0.1475
ADC step 10 uV: sigma becomes 56.72 uV
leakage 100 electrons/s: 5.0e-04 electrons during delay
second identical trap: weights at 0, +/-A, +/-2A: 0.6135, 0.1795, 0.0137
amplitude halved to 110 uV: number of maxima 1
tests ok
```
